# Orbital-Optimized MP2: First-Order Properties Without a Z-Vector

**Q:** I am told that orbital-optimized MP2 gives dipole moments without a Z-vector. MP2 is not a variational method, so I do not see what a Hellmann-Feynman argument could rest on. What is being made stationary?

**A:** A functional of two sets of parameters. Take real spin orbitals, with $i,j,k$ occupied in a determinant $|0\rangle$, $a,b,c$ virtual, and $p,q,r,s$ any. The Hamiltonian has one-electron integrals $h_{pq}$, antisymmetrized two-electron integrals $\langle pq||rs\rangle$ and a nuclear term $E_{\rm nuc}$. The correlation function contains doubles and no singles,

$$\Psi_1=\tfrac14\sum t_{ij}^{ab}\,a^\dagger b^\dagger j\,i\,|0\rangle ,$$

and the functional is

$$J(t,\kappa)=\langle0|H|0\rangle+2\langle\Psi_1|H|0\rangle+\langle\Psi_1|F-\langle0|F|0\rangle|\Psi_1\rangle .$$

Here $\kappa_{ai}$ are rotations between occupied and virtual orbitals, and $F$ is the Fock operator of the current orbitals, $f_{pq}=h_{pq}+\sum_k\langle pk||qk\rangle$. An applied field enters $h$ and therefore also $F$. Orbital-optimized MP2, OMP2 for short, requires $\partial J/\partial t=0$ and $\partial J/\partial\kappa=0$. Ordinary MP2 requires the first condition but takes its orbitals from Hartree-Fock.

$J$ is not the expectation value of $H$, so nothing guarantees that it lies above the exact energy. A derivative theorem needs stationarity, not a bound.

**Q:** Show me that this functional is MP2 at all. After optimization the orbitals need not diagonalize $F$.

**A:** They need not, but one may rotate the occupied orbitals among themselves, and the virtual ones likewise, until $f_{ij}$ and $f_{ab}$ are diagonal with entries $\varepsilon$. If $t$ is transformed along with them, $|0\rangle$ changes at most by a sign, common to $\Psi_1$, and $J$ is unchanged.

The block $f_{ai}$ may remain. It changes the excitation level by one, so it has no matrix element between two doubles. The other blocks give each double its excitation energy $\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Each distinct double occurs four times in the free sums, which explains the factors $\tfrac14$:

$$J=E_{\rm ref}+\tfrac12\sum t_{ij}^{ab}\langle ij||ab\rangle+\tfrac14\sum\Delta_{ij}^{ab}(t_{ij}^{ab})^2,$$

with $E_{\rm ref}=E_{\rm nuc}+\sum h_{ii}+\tfrac12\sum\langle ij||ij\rangle$. Differentiation with respect to a distinct amplitude multiplies both correlation terms by the same count of four, so

$$\tfrac12\langle ij||ab\rangle+\tfrac12\Delta_{ij}^{ab}t_{ij}^{ab}=0,\qquad t_{ij}^{ab}=-\frac{\langle ij||ab\rangle}{\Delta_{ij}^{ab}} .$$

Inserting this gives $-\tfrac12+\tfrac14=-\tfrac14$ times $\sum\langle ij||ab\rangle^2/\Delta_{ij}^{ab}$, which at Hartree-Fock orbitals is the MP2 correlation energy. A vanishing $\Delta$ ruins both the amplitudes and what follows.

**Q:** Where is a density in this? I see amplitudes and orbital energies.

**A:** Define

$$D_{ij}=-\tfrac12\sum t_{ik}^{ab}t_{jk}^{ab},\qquad D_{ab}=\tfrac12\sum t_{ij}^{ac}t_{ij}^{bc},\qquad D_{ai}=D_{ia}=0 .$$

In the diagonal basis, the symmetry of $t^2$ under exchange of $a,b$ or of $i,j$ gives

$$\sum_a\varepsilon_aD_{aa}=\tfrac14\sum(\varepsilon_a+\varepsilon_b)(t_{ij}^{ab})^2,\qquad
\sum_i\varepsilon_iD_{ii}=-\tfrac14\sum(\varepsilon_i+\varepsilon_j)(t_{ij}^{ab})^2 .$$

Their sum is the last term of $J$. Since $D$ transforms as a matrix, that term is $\sum f_{pq}D_{pq}$ in any basis that keeps occupied and virtual orbitals apart. Now insert $f$:

$$J=E_{\rm nuc}+\sum h_{pq}(\gamma^0+D)_{pq}+\tfrac12\sum\langle ij||ij\rangle+\sum D_{pq}\langle pk||qk\rangle+\tfrac12\sum t_{ij}^{ab}\langle ij||ab\rangle ,$$

where $\gamma^0$ is the unit matrix on the occupied space. Let $\gamma=\gamma^0+D$ and

$$X_{pqrs}=\gamma^0_{pr}\gamma^0_{qs}+D_{pr}\gamma^0_{qs}+\gamma^0_{pr}D_{qs}.$$

Take $\Gamma_{pqrs}=X_{pqrs}-X_{pqsr}$, and add $t_{ij}^{ab}$ to $\Gamma_{ijab}$ and to $\Gamma_{abij}$. Because the integrals are antisymmetric, the two $X$ terms contribute equally, and $\tfrac14\sum\Gamma\langle\cdot||\cdot\rangle$ reproduces the last three sums. Hence

$$J=E_{\rm nuc}+\sum h_{pq}\gamma_{pq}+\tfrac14\sum\Gamma_{pqrs}\langle pq||rs\rangle .$$

This form was tested against explicit creation and annihilation operators for six spin orbitals with random integrals and amplitudes. The deviation is at rounding level.

**Q:** Very well. Now the orbital condition. Does it not just bring back Brillouin's condition $f_{ai}=0$?

**A:** No. Change the orbitals to first order by $\delta\varphi_p=\sum_r\varphi_rK_{rp}$ with $t$ held fixed. Then $\delta h_{pq}=\sum_r(K_{rp}h_{rq}+K_{rq}h_{pr})$, and the two terms contribute equally because $h$ and $\gamma$ are symmetric. In the two-electron term four indices change and contribute equally, which cancels the $\tfrac14$. Thus

$$\delta J=2\sum K_{rp}\mathcal F_{rp},\qquad
\mathcal F_{rp}=\sum_q h_{rq}\gamma_{qp}+\tfrac12\sum_{qst}\langle rq||st\rangle\Gamma_{pqst}.$$

A rotation has $K_{ai}=\kappa_{ai}$ and $K_{ia}=-\kappa_{ai}$, so

$$\frac{\partial J}{\partial\kappa_{ai}}=2(\mathcal F_{ai}-\mathcal F_{ia}).$$

Without correlation $\mathcal F_{ai}=f_{ai}$ and $\mathcal F_{ia}=0$, and the gradient is $2f_{ai}$. With correlation the terms in $D$ and $t$ must be balanced by a nonzero $f_{ai}$ in general.

Take hydrogen fluoride in the 6-31G basis at a bond length of 1.75 bohr, with all electrons correlated. At the OMP2 solution the largest $|f_{ai}|$ is 0.0142 hartree, while the largest orbital gradient is $3\times10^{-10}$ hartree. At the Hartree-Fock orbitals the MP2 gradient reaches 0.0282 hartree. The gradient formula was tested there along a random direction: it and a finite difference both give 0.010476 hartree.

**Q:** Now switch on a perturbation $x$. The orbitals and amplitudes both change. How can you leave that out?

**A:** By the chain rule. Let $x$ enter $E_{\rm nuc}$, $h$ and the two-electron integrals, with the basis functions fixed. Assume that the matrix $J''$ of second derivatives with respect to $(t,\kappa)$ is nonsingular, so that the solution follows $x$ smoothly. Then $E(x)=J(t(x),\kappa(x),x)$ and

$$\frac{dE}{dx}=\frac{\partial J}{\partial x}+\frac{\partial J}{\partial t}\cdot\frac{dt}{dx}+\frac{\partial J}{\partial\kappa}\cdot\frac{d\kappa}{dx}.$$

The last two terms vanish because their first factors do. What remains is

$$\frac{dE}{dx}=\frac{dE_{\rm nuc}}{dx}+\sum\gamma_{pq}\frac{\partial h_{pq}}{\partial x}+\tfrac14\sum\Gamma_{pqrs}\frac{\partial\langle pq||rs\rangle}{\partial x},$$

with the integral derivatives taken at fixed orbitals. This is the Hellmann-Feynman theorem for the functional $J$.

The orbitals do respond. In a field along the bond, the largest rotation per unit field is 1.09 a.u., or about 0.0011 at a field of 0.001 a.u. Its effect on the energy starts at second order.

**Q:** You speak of one density. I was taught two: an unrelaxed one and a relaxed one.

**A:** Add $x\sum o_{pq}p^\dagger q$ to $H$, with $o$ symmetric. The unrelaxed density gives $\partial J/\partial x=\sum o_{pq}\gamma_{pq}$, and the relaxed density is defined by $dE/dx=\sum o_{pq}\gamma^{\rm rel}_{pq}$. For OMP2 the two derivatives agree for every symmetric $o$, so the two symmetric matrices are equal.

For ordinary MP2 they differ. There the orbitals obey $f_{ai}=0$, which is not a stationarity condition of $J$. Attach multipliers to it:

$$L=J+\sum z_{ai}f_{ai}.$$

The constraint holds at every $x$, so $L=E$. We choose $z$ so that $L$ is stationary in $\kappa$. For this we need the change of $f_{ai}$ under $\delta\varphi_i=\sum_b\varphi_b\kappa_{bi}$ and $\delta\varphi_a=-\sum_j\varphi_j\kappa_{aj}$. The outer indices give $\sum_bf_{ab}\kappa_{bi}-\sum_j\kappa_{aj}f_{ji}$. The occupied orbital inside $\sum_k\langle ak||ik\rangle$ changes once in the bra and once in the ket. Therefore

$$\frac{\partial f_{ai}}{\partial\kappa_{bj}}=A_{ai,bj}=\delta_{ij}f_{ab}-\delta_{ab}f_{ij}+\langle aj||ib\rangle+\langle ab||ij\rangle ,$$

$$\sum_{ai}z_{ai}A_{ai,bj}=-\frac{\partial J}{\partial\kappa_{bj}} .$$

This is the Z-vector equation. The derivative acquires $\sum z_{ai}o_{ai}$, so the relaxed MP2 density is $\gamma$ plus $z_{ai}/2$ in each of the positions $ai$ and $ia$.

**Q:** But OMP2 has constraints too, namely its own stationarity conditions. Put them into a Lagrangian and you will get multipliers.

**A:** One gets equations for them, and the solution is zero. Write

$$L=J+y\cdot\frac{\partial J}{\partial t}+z\cdot\frac{\partial J}{\partial\kappa}.$$

At the solution, stationarity of $L$ with respect to $(t,\kappa)$ reads

$$J'+J''\begin{pmatrix}y\\z\end{pmatrix}=0 .$$

Here $J'=0$ and $J''$ is nonsingular, so $y=z=0$. The right-hand side of the response equation is the gradient that the optimization has already removed.

**Q:** Give me numbers in which the difference would show.

**A:** With energy $E=E_0-\mu F-\dots$ in a field $F$, the dipole can be found from energies re-optimized at $F=\pm0.001$ a.u. This uses no density at all. For hydrogen fluoride, in $e\,$bohr:

| Method | density $\gamma$ | with Z-vector | finite field |
|---|---|---|---|
| MP2 | 0.89999 | 0.87291 | 0.87290 |
| OMP2 | 0.87003 | not needed | 0.87002 |

For MP2 the density $\gamma$ misses the energy derivative by 0.0271 $e\,$bohr, and the Z-vector supplies the difference. For OMP2 the density $\gamma$ already agrees to $3\times10^{-6}$ $e\,$bohr. A central difference has an error of order $F^2=10^{-6}$ times a hyperpolarizability, so a mismatch of this size is compatible with the step used. In debye the relaxed MP2 dipole is 2.219 and the OMP2 dipole 2.211. These numbers test derivative identities; they do not establish the accuracy of second-order theory or of this small basis. The basis matters greatly: in aug-cc-pVTZ the two dipoles fall by about 0.4 debye, to 1.82 (relaxed MP2) and 1.80 (OMP2), and the Z-vector correction grows to 0.0325 $e\,$bohr.

**Q:** Then the two methods nearly agree once MP2 is relaxed. Is that luck?

**A:** There is a reason when correlation disturbs the orbitals weakly. Multiply the correlation part of $J$ by a formal factor $\eta$. At Hartree-Fock orbitals the gradient is then $\eta w$, with $w=\partial J/\partial\kappa$ at $\eta=1$. The reference gradient is $2f_{ai}$, so its derivative is $2A$, and the optimized rotation is

$$\kappa=-\eta(2A)^{-1}w+O(\eta^2).$$

The Z-vector is $z=-\eta A^{-1}w$, since $A$ is symmetric for real orbitals. Thus $\kappa=z/2$ at leading order. Rotating $\varphi_i$ to $\varphi_i+\sum_a\varphi_a\kappa_{ai}$ puts $\kappa_{ai}$ into the positions $ai$ and $ia$ of the reference density, which is where relaxed MP2 puts $z_{ai}/2$. To first order in $\eta$ the two densities are therefore the same. OMP2 carries the relaxation in its orbitals, and MP2 adds it afterwards. At higher order they part.

**Q:** If there is a Hellmann-Feynman theorem, I should be able to take the expectation value of the dipole in $|0\rangle+\Psi_1$. Can I?

**A:** Not with the usual normalization. Let $O$ be a one-electron operator, $O_0=\langle0|O|0\rangle$ and $N=\langle\Psi_1|\Psi_1\rangle$. The cross term $\langle0|O|\Psi_1\rangle$ vanishes, because $O$ cannot connect the reference to a double. The argument that gave $\sum f_{pq}D_{pq}$ applies equally to $O$, so $\langle\Psi_1|O|\Psi_1\rangle=NO_0+\sum o_{pq}D_{pq}$. Hence

$$\frac{\langle0+\Psi_1|O|0+\Psi_1\rangle}{1+N}=O_0+\frac{\sum o_{pq}D_{pq}}{1+N}.$$

The energy derivative has $D$ without the denominator. Here $N=0.03095$, and the normalized value is 0.870282 against 0.870026 $e\,$bohr from $\gamma$. The finite-field value, 0.870023, sides with $\gamma$.

The small difference also lets us separate the OMP2 dipole. If $d$ is the contribution of $D$, then $-dN/(1+N)=0.000256$, so $d\approx-0.00853$ $e\,$bohr. The determinant alone thus has about $0.87003+0.00853=0.87856$, which is 0.0296 below the Hartree-Fock value 0.908145. The corresponding Z-vector shift in MP2 is 0.0271, close to it as the weak-correlation argument suggests.

**Q:** A dipole probes $\gamma$ alone. What about $\Gamma$?

**A:** Multiply the electron repulsion by $1+x$. The theorem predicts $dE/dx=\tfrac14\sum\Gamma_{pqrs}\langle pq||rs\rangle$ at $x=0$. This sum is 45.056768 hartree, and re-optimized energies at $x=\pm0.0005$ give 45.056770 hartree.

**Q:** And forces? I would like to use just the electrostatic force on a nucleus.

**A:** That is the derivative for basis functions left where they are. Atom-centred functions move with the nucleus, and orbitals with fixed coefficients then lose their orthonormality. To first order in a displacement $\delta$, their overlap becomes $1+\delta S^x$. Multiplying the orbitals by $(1+\delta S^x)^{-1/2}=1-\tfrac12\delta S^x+\dots$ restores it. The formula $\delta J=2\sum K_{rp}\mathcal F_{rp}$ did not use antisymmetry of $K$, so we may set $K=-\tfrac12\delta S^x$:

$$\frac{dE}{dx}=\frac{dE_{\rm nuc}}{dx}+\sum\gamma_{pq}h^x_{pq}+\tfrac14\sum\Gamma_{pqrs}\langle pq||rs\rangle^x-\sum\mathcal F_{pq}S^x_{pq}.$$

The superscript $x$ now includes the motion of the basis functions at fixed coefficients. Another way of restoring orthonormality would differ by an orbital rotation, to which $J$ is stationary. No Z-vector appears.

For a displacement of the hydrogen nucleus along the bond, this formula and re-optimized energies both give $-0.023518$ hartree/bohr. The overlap term is $-0.333051$, so the other terms sum to $+0.309533$. The bare electrostatic expression gives $-0.134618$ hartree/bohr, which is wrong by 0.111 as a slope of the energy with moving functions. Freedom from orbital response does not remove basis-set terms. The slope itself is not converged in the basis: in cc-pVTZ it is about $+0.009$ hartree/bohr at the same bond length, opposite in sign.

**Q:** If response never matters, polarizabilities must be easy as well.

**A:** They are not free of it. In a uniform field $h$ is linear in $F$, and so is $J$ at fixed $t$ and $\kappa$. Its second derivative is zero, and the whole polarizability comes from response.

Eliminate the amplitudes first: let $\mathcal E(\kappa,F)$ be $J$ at stationary $t$. Write $b=\mathcal E_{\kappa F}$ and $H=\mathcal E_{\kappa\kappa}$. Differentiating $\mathcal E_\kappa=0$ along the solution gives $b+H\,d\kappa/dF=0$. The first derivative of the energy is $\mathcal E_F$, and therefore

$$\alpha=-\frac{d^2E}{dF^2}=-\mathcal E_{FF}-b^T\frac{d\kappa}{dF}=-\mathcal E_{FF}+b^TH^{-1}b .$$

For the component along the bond, amplitude response at fixed orbitals gives 0.0274 a.u. and the orbital term gives 4.0564 a.u. Their sum, 4.0838 a.u., equals the second difference of the re-optimized energies to the digits shown. As a property of the molecule this value is far from converged: it rises to about 5.4 a.u. in cc-pVTZ and 6.6 a.u. in aug-cc-pVTZ.

At $F=0.001$ a.u. the response changes the energy by $-\tfrac12\alpha F^2\approx-2.0\times10^{-6}$ hartree, while the dipole term is $-\mu F\approx-8.7\times10^{-4}$ hartree. That is how the orbitals can move without entering the first derivative.

**Q:** When should I distrust the simple density formula?

**A:** When one of its assumptions fails. If core orbitals are taken from Hartree-Fock and kept out of the optimization, $J$ is generally not stationary to rotations that mix them with the others. Those constraints need multipliers again. Leaving the core uncorrelated does no harm by itself, provided its rotations with both the active occupied and the virtual orbitals are optimized.

If $J''$ becomes singular, the solution need not follow the perturbation smoothly, and the multipliers are no longer fixed to zero. With the amplitudes eliminated, this happens when $H$ has a zero eigenvalue. In the present molecule the lowest eigenvalue of $H$, for rotations that treat both spins alike, is 0.82 hartree. The output lists twice this value, 1.64, because there a single parameter turns both spins at once. Rotations alike for both spins are the ones that a spin-independent perturbation of a closed shell drives, so the dipole and the bond force are safe here.

Finally, the optimization must be converged. With a residual gradient $g$ the density formula differs from the converged first derivative by $-g\cdot d\kappa/dx$ at leading order, linear in $g$, whereas the energy error near the solution is quadratic in it. An energy that looks settled may therefore still carry a poorer dipole. The 6-31G values used in this exchange are collected in the numerical output below.

## Computed results

```
Hydrogen fluoride, 6-31G, all electrons correlated
bond length                           1.75 bohr
spin orbitals occupied, virtual       10, 12
Fock-space check of J, deviation      8.9e-16
Hartree-Fock energy                   -99.983396 hartree
MP2 energy                            -100.112573 hartree
OMP2 energy                           -100.113199 hartree
directional gradient, numeric         0.010476 hartree
directional gradient, formula         0.010476 hartree
largest orbital gradient, MP2         0.02816 hartree
largest orbital gradient, OMP2        3.2e-10 hartree
largest f_ai at OMP2 optimum          0.01424 hartree
largest Z-vector element, MP2         0.01638
field step                            0.0010 a.u.
dipole Hartree-Fock                   0.908145 e bohr
dipole MP2 unrelaxed density          0.899994 e bohr
dipole MP2 with Z-vector              0.872906 e bohr
dipole MP2 finite field               0.872903 e bohr
dipole OMP2 unrelaxed density         0.870026 e bohr
dipole OMP2 finite field              0.870023 e bohr
dipole OMP2 normalized expectation    0.870282 e bohr
norm <Psi1|Psi1>, OMP2                0.030952
dipole MP2 with Z-vector              2.2187 debye
dipole OMP2 unrelaxed density         2.2114 debye
repulsion scaling step                0.0005
dE/dx repulsion, re-optimized         45.056770 hartree
dE/dx repulsion, from Gamma           45.056768 hartree
bond step                             0.0005 bohr
dE/dR re-optimized                    -0.023518 hartree/bohr
dE/dR densities and overlap term      -0.023518 hartree/bohr
overlap term alone                    -0.333051 hartree/bohr
dE/dR bare Hellmann-Feynman           -0.134618 hartree/bohr
lowest singlet orbital Hessian value  1.6418 hartree
largest orbital response to field     1.0943 a.u.
polarizability zz, finite field       4.0838 a.u.
polarizability zz, response           4.0838 a.u.
  part at fixed orbitals              0.0274 a.u.
  part from orbital response          4.0564 a.u.
polarizability, all frozen            0.0000 a.u.
```
